**Bridge-mediated coupling as a ratio of determinants**

The program tests the effective coupling T between two end orbitals D and A joined by an N-site bridge, T(E) = det[[V_DA, uᵀ],[v, H_B − E]] / det(H_B − E). Here H_B is the bridge Hamiltonian, u and v are the couplings of D and A to the bridge, and V_DA is the direct coupling. For a uniform chain with gap Δ, hopping t and end couplings τ_D and τ_A, the coupling at the end-orbital energy tends to −(τ_D τ_A/Δ)(−t/Δ)^(N−1) far off resonance.

The program asserts that the determinant ratio agrees with the full Green function for random bridges, and that the chain formulas agree with linear solves and directly computed determinants. It also asserts the first correction to McConnell's law, the decay per site of a long bridge, the energy-dependent level equations and the leading correction to the splitting. For N = 4, Δ = 2 eV, t = 0.2 eV and τ_D = τ_A = 0.1 eV, the output gives T = 5.154 µeV, against 5.000 µeV from McConnell's law. With Δ = 0.5 eV the law is too small by a factor of 1.8 at N = 4 and 4.5 at N = 8.

## Numerical check

```python
"""Effective coupling of two end orbitals D and A through an N-site bridge.

Result under test, for E not a bridge eigenvalue:
  T(E) = det[[V_DA, u^T], [v, H_B - E]] / det(H_B - E)
and for a uniform chain, at the end-orbital energy E0 = 0:
  T = (-1)^N tau_D tau_A t^(N-1) / D_N,   D_N = det(H_B - E0),
which tends to -(tau_D tau_A/Delta) (-t/Delta)^(N-1) far off resonance.

H_B: bridge Hamiltonian; u, v: couplings of D and A to the bridge;
V_DA: direct coupling; Delta: bridge site energy minus E0;
t: hopping between bridge neighbours; tau_D, tau_A: end couplings;
S: energy shift of an end orbital caused by the bridge;
kappa: decay constant per site, 2|t| cosh(kappa) = Delta.
Energies are in eV.
"""
import numpy as np
from scipy.constants import e as elementary_charge


def bridge_matrix(site_energies, hoppings):
    return (np.diag(site_energies) + np.diag(hoppings, 1)
            + np.diag(hoppings, -1))


def uniform_bridge(n, delta, t):
    return bridge_matrix(np.full(n, float(delta)), np.full(n - 1, float(t)))


def full_hamiltonian(h_bridge, u, v, direct=0.0):
    """Orbital order: D, bridge sites, A; end energies are zero."""
    n = len(u)
    h = np.zeros((n + 2, n + 2))
    h[1:-1, 1:-1] = h_bridge
    h[0, 1:-1] = h[1:-1, 0] = u
    h[-1, 1:-1] = h[1:-1, -1] = v
    h[0, -1] = h[-1, 0] = direct
    return h


def end_vectors(n, tau_d, tau_a):
    u, v = np.zeros(n), np.zeros(n)
    u[0], v[-1] = tau_d, tau_a
    return u, v


def coupling_by_solve(n, delta, t, tau_d, tau_a, energy=0.0):
    """Definition u^T (E - H_B)^(-1) v."""
    u, v = end_vectors(n, tau_d, tau_a)
    m = energy * np.eye(n) - uniform_bridge(n, delta, t)
    return u @ np.linalg.solve(m, v)


def determinants(n, delta, t):
    """Recurrence for D_0 ... D_n."""
    d = [1.0, delta]
    for _ in range(2, n + 1):
        d.append(delta * d[-1] - t**2 * d[-2])
    return d[:n + 1]


def coupling_formula(n, delta, t, tau_d, tau_a):
    return ((-1)**n * tau_d * tau_a * t**(n - 1)
            / determinants(n, delta, t)[n])


def mcconnell(n, delta, t, tau_d, tau_a):
    return -(tau_d * tau_a / delta) * (-t / delta)**(n - 1)


def end_levels(n, delta, t, tau):
    """Symmetric and antisymmetric end levels by diagonalization.

    For the parameters used, the end levels are the two lowest."""
    u, v = end_vectors(n, tau, tau)
    h = full_hamiltonian(uniform_bridge(n, delta, t), u, v)
    values, vectors = np.linalg.eigh(h)
    weights = vectors[0, :2]**2 + vectors[-1, :2]**2
    assert np.all(weights > 0.5)
    parity = np.sign(vectors[0, :2] * vectors[-1, :2])
    assert parity[0] * parity[1] == -1
    return values[:2][parity > 0][0], values[:2][parity < 0][0]


# General bridge: determinant ratio against the full Green function.
rng = np.random.default_rng(7)
for n in range(1, 7):
    a = rng.normal(size=(n, n))
    h_b = 0.15 * (a + a.T) + np.diag(rng.uniform(2.0, 3.0, n))
    u, v = rng.uniform(0.2, 0.6, n), rng.uniform(0.2, 0.6, n)
    direct, energy = 0.07, 0.13
    h = full_hamiltonian(h_b, u, v, direct)
    green = np.linalg.inv(energy * np.eye(n + 2) - h)
    ends = green[np.ix_([0, n + 1], [0, n + 1])]
    h_eff = energy * np.eye(2) - np.linalg.inv(ends)
    m = h_b - energy * np.eye(n)
    bordered = np.block([[np.array([[direct]]), u[None, :]],
                         [v[:, None], m]])
    ratio = np.linalg.det(bordered) / np.linalg.det(m)
    assert np.isclose(h_eff[0, 1], ratio, rtol=1e-9, atol=1e-12)

# Chain with unequal sites and hoppings: numerator is their product.
for n in range(1, 8):
    hops = rng.uniform(-0.6, 0.6, n - 1)
    h_b = bridge_matrix(rng.uniform(1.5, 3.0, n), hops)
    u, v = end_vectors(n, 0.3, -0.4)
    solved = u @ np.linalg.solve(-h_b, v)
    formula = (-1)**n * 0.3 * (-0.4) * np.prod(hops) / np.linalg.det(h_b)
    assert np.isclose(solved, formula, rtol=1e-9, atol=0)

# Uniform chain: recurrence, hyperbolic form, shift; both signs of t.
for n in range(1, 10):
    for t_test in (0.31, -0.31):
        delta_test = 0.9
        d = determinants(n, delta_test, t_test)
        h_b = uniform_bridge(n, delta_test, t_test)
        det_direct = np.linalg.det(h_b)
        k = np.arccosh(delta_test / (2 * abs(t_test)))
        hyperbolic = abs(t_test)**n * np.sinh((n + 1) * k) / np.sinh(k)
        assert np.isclose(d[n], det_direct, rtol=1e-10, atol=0)
        assert np.isclose(hyperbolic, det_direct, rtol=1e-10, atol=0)
        solved = coupling_by_solve(n, delta_test, t_test, 0.2, 0.3)
        formula = coupling_formula(n, delta_test, t_test, 0.2, 0.3)
        assert np.isclose(solved, formula, rtol=1e-10, atol=0)
        shift = -0.2**2 * np.linalg.inv(h_b)[0, 0]
        assert np.isclose(shift, -0.2**2 * d[n - 1] / d[n], rtol=1e-10)

# Far-off-resonance limit and its first correction, (N-1)(t/Delta)^2.
small = 0.01
for n in range(1, 9):
    ratio = (coupling_by_solve(n, 1.0, small, 0.2, 0.3)
             / mcconnell(n, 1.0, small, 0.2, 0.3))
    # the next term of the series contributes less than 0.01 here
    assert abs((ratio - 1) / small**2 - (n - 1)) < 0.01

# Decay per added site of a long bridge.
for delta_test in (0.5, 2.0):
    step = abs(coupling_by_solve(41, delta_test, 0.2, 0.1, 0.1)
               / coupling_by_solve(40, delta_test, 0.2, 0.1, 0.1))
    root = np.sqrt(delta_test**2 - 4 * 0.2**2)
    assert np.isclose(step, (delta_test - root) / 0.4, rtol=1e-9)
    assert step > 0.2 / delta_test

# Level equations E = S(E) +/- T(E) against diagonalization.
for n in (1, 2, 3, 4):
    levels = end_levels(n, 2.0, 0.2, 0.1)
    for sign, level in zip((1, -1), levels):
        energy = 0.0
        for _ in range(100):
            d = determinants(n, 2.0 - energy, 0.2)
            shift = -0.1**2 * d[n - 1] / d[n]
            transfer = coupling_formula(n, 2.0 - energy, 0.2, 0.1, 0.1)
            energy = shift + sign * transfer
        assert abs(energy - level) < 1e-12

# Leading reduction of the splitting below 2|T(E0)|.
for n in (1, 2, 3):
    sym, anti = end_levels(n, 1.0, 0.03, 0.03)
    frozen = 2 * abs(coupling_by_solve(n, 1.0, 0.03, 0.03, 0.03))
    coefficient = (1 - abs(sym - anti) / frozen) / 0.03**2
    # higher orders in the two small ratios are below three per cent
    assert abs(coefficient / (n + 1) - 1) < 0.03

# Worked example.
N, DELTA, T_HOP, TAU = 4, 2.0, 0.2, 0.1
DELTA_NEAR = 0.5
MICRO = 1e6
print(f"inputs: N = {N}, E0 = 0 eV, Delta = {DELTA} eV")
print(f"inputs: t = {T_HOP} eV, tau_D = tau_A = {TAU} eV")
print(f"t/Delta = {T_HOP / DELTA:.3f}")
for j, value in enumerate(determinants(N, DELTA, T_HOP)):
    print(f"D_{j} = {value:.4f} eV^{j}")
exact = coupling_by_solve(N, DELTA, T_HOP, TAU, TAU)
approx = mcconnell(N, DELTA, T_HOP, TAU, TAU)
print(f"exact T(E0) = {exact * MICRO:.4f} micro-eV")
print(f"exact T(E0) = {exact * elementary_charge:.4e} J")
print(f"McConnell T = {approx * MICRO:.4f} micro-eV")
print(f"exact/McConnell = {exact / approx:.5f}")
print(f"1+(N-1)(t/Delta)^2 = {1 + (N - 1) * (T_HOP / DELTA)**2:.5f}")
d = determinants(N, DELTA, T_HOP)
print(f"shift S(E0) = {-TAU**2 * d[N - 1] / d[N] * 1e3:.4f} meV")
sym, anti = end_levels(N, DELTA, T_HOP, TAU)
split = abs(sym - anti)
print(f"symmetric level = {sym * 1e3:.6f} meV")
print(f"antisymmetric level = {anti * 1e3:.6f} meV")
print(f"splitting, diagonalization = {split * MICRO:.4f} micro-eV")
print(f"2|T(E0)| = {2 * abs(exact) * MICRO:.4f} micro-eV")
print(f"relative reduction = {1 - split / (2 * abs(exact)):.5f}")
print(f"(N+1)(tau/Delta)^2 = {(N + 1) * (TAU / DELTA)**2:.5f}")

print("Delta = 2 eV: N, exact T, McConnell T (eV), ratio")
for n in range(1, 9):
    x = coupling_by_solve(n, DELTA, T_HOP, TAU, TAU)
    y = mcconnell(n, DELTA, T_HOP, TAU, TAU)
    print(f"{n}  {x:.4e}  {y:.4e}  {x / y:.4f}")
print(f"Delta = {DELTA_NEAR} eV: N, exact T, McConnell T (eV), ratio")
for n in range(1, 9):
    x = coupling_by_solve(n, DELTA_NEAR, T_HOP, TAU, TAU)
    y = mcconnell(n, DELTA_NEAR, T_HOP, TAU, TAU)
    print(f"{n}  {x:.4e}  {y:.4e}  {x / y:.4f}")
for gap in (DELTA, DELTA_NEAR):
    k = np.arccosh(gap / (2 * T_HOP))
    print(f"Delta = {gap} eV: kappa = {k:.5f}, "
          f"exp(-kappa) = {np.exp(-k):.5f}, t/Delta = {T_HOP / gap:.5f}")
sym, anti = end_levels(N, DELTA_NEAR, T_HOP, TAU)
near = coupling_by_solve(N, DELTA_NEAR, T_HOP, TAU, TAU)
print(f"Delta = {DELTA_NEAR} eV, N = {N}: "
      f"splitting = {abs(sym - anti) * 1e3:.4f} meV")
print(f"Delta = {DELTA_NEAR} eV, N = {N}: "
      f"2|T(E0)| = {2 * abs(near) * 1e3:.4f} meV")
print("verified")
```

Printed output:

```
inputs: N = 4, E0 = 0 eV, Delta = 2.0 eV
inputs: t = 0.2 eV, tau_D = tau_A = 0.1 eV
t/Delta = 0.100
D_0 = 1.0000 eV^0
D_1 = 2.0000 eV^1
D_2 = 3.9600 eV^2
D_3 = 7.8400 eV^3
D_4 = 15.5216 eV^4
exact T(E0) = 5.1541 micro-eV
exact T(E0) = 8.2578e-25 J
McConnell T = 5.0000 micro-eV
exact/McConnell = 1.03082
1+(N-1)(t/Delta)^2 = 1.03000
shift S(E0) = -5.0510 meV
symmetric level = -5.032985 meV
antisymmetric level = -5.043162 meV
splitting, diagonalization = 10.1773 micro-eV
2|T(E0)| = 10.3082 micro-eV
relative reduction = 0.01270
(N+1)(tau/Delta)^2 = 0.01250
Delta = 2 eV: N, exact T, McConnell T (eV), ratio
1  -5.0000e-03  -5.0000e-03  1.0000
2  5.0505e-04  5.0000e-04  1.0101
3  -5.1020e-05  -5.0000e-05  1.0204
4  5.1541e-06  5.0000e-06  1.0308
5  -5.2067e-07  -5.0000e-07  1.0413
6  5.2598e-08  5.0000e-08  1.0520
7  -5.3135e-09  -5.0000e-09  1.0627
8  5.3677e-10  5.0000e-10  1.0735
Delta = 0.5 eV: N, exact T, McConnell T (eV), ratio
1  -2.0000e-02  -2.0000e-02  1.0000
2  9.5238e-03  8.0000e-03  1.1905
3  -4.7059e-03  -3.2000e-03  1.4706
4  2.3460e-03  1.2800e-03  1.8328
5  -1.1722e-03  -5.1200e-04  2.2894
6  5.8597e-04  2.0480e-04  2.8612
7  -2.9297e-04  -8.1920e-05  3.5763
8  1.4648e-04  3.2768e-05  4.4704
Delta = 2.0 eV: kappa = 2.29243, exp(-kappa) = 0.10102, t/Delta = 0.10000
Delta = 0.5 eV: kappa = 0.69315, exp(-kappa) = 0.50000, t/Delta = 0.40000
Delta = 0.5 eV, N = 4: splitting = 3.4313 meV
Delta = 0.5 eV, N = 4: 2|T(E0)| = 4.6921 meV
verified
```
